# How much misfit does a 60-degree dislocation relax on silicon (001)?

## Question

I am modelling a diamond-cubic alloy film on silicon (001). The relaxed film would have a lattice parameter 1% larger than the substrate. The interface contains two crossed arrays of 60-degree misfit dislocations along the <110> directions, with a mean spacing of 30 nm in each array.

The Burgers vector is of type \(\tfrac a2\langle110\rangle\), with length \(b=a/\sqrt2=0.384\) nm. I assumed that every line takes up a length \(b\) of misfit. The relaxed misfit is then about \(0.384/(30-0.384)=1.30\%\), which is more than the misfit available. My compressed film seems to have relaxed past zero strain into tension.

I then tried the edge part alone, \(b\sin60^\circ=0.866\,b\). That gives 1.12%, still too much. What length should I use, and what happens to the rest of the Burgers vector? Does the choice also matter for the critical thickness?

## Answer

Use \(b/2=0.192\) nm. Your film is then 64% relaxed and still in compression. The edge part fails as well because most of it points out of the interface, where it tilts the film instead of relieving misfit.

### Resolving the Burgers vector

Take a right-handed set of axes fixed to the interface and to one array:

\[
\hat x=\frac{[1\bar10]}{\sqrt2},\qquad
\hat y=\frac{[110]}{\sqrt2},\qquad
\hat z=[001].
\]

The lines run along \(\hat y\), and \(\hat x\) is the in-plane direction normal to them. For \(\mathbf b=\tfrac a2[101]\),

\[
b_x=\frac a2\,\frac{1}{\sqrt2}=\frac b2,\qquad
b_y=\frac a2\,\frac{1}{\sqrt2}=\frac b2,\qquad
b_z=\frac a2=\frac{b}{\sqrt2}.
\]

The squares add up correctly: \(\tfrac14+\tfrac14+\tfrac12=1\). The angle to the line follows from \(\cos\beta=b_y/b=\tfrac12\), so \(\beta=60^\circ\). The angle between \(\mathbf b\) and \(\hat x\) is also 60 degrees, and it is this second angle that sets the misfit relief. The whole edge part has length \(\sqrt{b_x^2+b_z^2}=\sqrt3\,b/2=0.866\,b\), but it does not lie in the interface.

Any other 60-degree vector gives the same magnitudes. There are twelve vectors \(\tfrac a2\langle110\rangle\), counting signs. Four have no \(z\) component: \(\pm\tfrac a2[110]\) are pure screws for this line, and \(\pm\tfrac a2[1\bar10]\) are Lomer dislocations, with \(|b_x|=b\). Each of the other eight has \(\pm1\) in the third place and \(\pm1\) in one of the first two. Its projections on \(\hat x\) and \(\hat y\) therefore both have magnitude \(b/2\). These eight are the 60-degree vectors.

Their glide planes are inclined. For the vector above, the plane normal is \([101]\times[110]=[\bar111]\), a {111} plane, so the line can glide from the film surface to the interface. For the Lomer vector, \([1\bar10]\times[110]=[002]\): its glide plane is the interface itself.

### Counting lattice planes

The half can also be counted in atomic planes. The face-centred cubic lattice points are \(\tfrac a2(n_1,n_2,n_3)\) with \(n_1+n_2+n_3\) even. Their \(x\) coordinates are

\[
x=\frac{a}{2\sqrt2}(n_1-n_2),
\]

and \(n_1-n_2\) can be any integer. The second atom of the diamond basis is displaced by \(\tfrac a4(1,1,1)\), which has no \(x\) component and adds no new planes. The plane spacing is therefore

\[
d=\frac{a}{2\sqrt2}=\frac b2 .
\]

A 60-degree line ends one such plane and a Lomer line ends two.

Let the thick substrate be unstrained, with lattice parameter \(a_s\), and let the film have mean in-plane lattice parameter \(a_\parallel=a_s(1+\delta)\). The relaxed misfit is \(\delta\). In a long length \(L\), the substrate has \(L/d\) planes and the film has \(L/[d(1+\delta)]\). If all lines are 60-degree lines of the useful sign, the difference equals the number of lines, \(L/p\), where \(p\) is their mean spacing:

\[
\frac Ld-\frac{L}{d(1+\delta)}=\frac Lp .
\]

Multiplying by \(d/L\) gives

\[
\frac{\delta}{1+\delta}=\frac dp .
\]

Then \(p\delta=d+d\delta\), and so

\[
\boxed{\;\delta=\frac{d}{p-d}=\frac{b/2}{p-b/2}\;}
\qquad\text{or}\qquad
p=\frac b2\,\frac{1+\delta}{\delta}.
\]

Here \(b\) is the substrate value. Even spacing was not assumed; \(p\) is a mean. For \(p\gg b\) the result becomes \(\delta\simeq b/(2p)\).

One array does this along \(\hat x\) alone. The crossed array is needed for relaxation along \(\hat y\).

### Your film

With \(p=30\) nm,

\[
\delta=\frac{0.192}{30-0.192}=0.644\%.
\]

The full misfit is \(f=(a_f-a_s)/a_s=1\%\), where \(a_f\) is the lattice parameter of the free film. The relaxation is \(R=\delta/f=64\%\); using the full Burgers length gives 130%.

The remaining strain, measured from the free film, is

\[
\varepsilon=\frac{a_\parallel-a_f}{a_f}
=\frac{(1+\delta)-(1+f)}{1+f}
=\frac{\delta-f}{1+f}=-0.352\%.
\]

With the full \(b\) it would come out as \(+0.294\%\), so the error reverses the sign of the predicted stress.

To size that stress, let the film surface be free, so that \(\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0\). Then \(\varepsilon_{zz}=-2C_{12}\varepsilon/C_{11}\), and the in-plane stress is

\[
\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon .
\]

I use rough silicon constants for the film too: \(C_{11}=166\), \(C_{12}=64\) and \(C_{44}=80\) GPa. The bracket is 181 GPa and the stress is about \(-0.64\) GPa. A silicon-germanium film with a quarter germanium is softer: constants interpolated between the two elements give a bracket near 170 GPa and about \(-0.60\) GPa. The full Burgers length would predict \(+0.53\) GPa.

For complete relaxation, \(\delta=f\), the spacing would be

\[
p=0.192\times\frac{1.01}{0.01}=19.4\ \text{nm}
\]

for 60-degree lines, and twice that, 38.8 nm, for Lomer lines.

### Where the other components go

Consider an evenly spaced array in a large crystal and draw a rectangular circuit around one line. Its horizontal sides have length \(p\), one above and one below the interface. The elastic distortion \(\partial u_i/\partial x_j\) repeats with period \(p\), so the two vertical sides cancel. The circuit must close with the Burgers vector, which leaves

\[
\left|\Delta\left\langle\frac{\partial u_i}{\partial x}\right\rangle\right|
=\frac{|b_i|}{p}.
\]

Here \(\Delta\) means above minus below and the brackets are an average over one period. The sign depends on the circuit convention.

**In-plane edge part, \(b_x\).** It changes \(\partial u_x/\partial x\), the normal strain that misfit requires. As a numerical test, I summed the isotropic elastic fields of 80,001 lines spaced 30 nm apart and compared points 90 nm above and below. The jump was 0.64%, in agreement with \(0.192/30\). This linear result lies below the plane count by a fraction \(d/p\), about 0.6% of its value.

**Out-of-plane part, \(b_z\).** It changes \(\partial u_z/\partial x\). Averaging the equilibrium equations over a period shows that \(\langle\sigma_{xz}\rangle\) and \(\langle\sigma_{zz}\rangle\) do not depend on \(z\). In an isotropic crystal, continuity of \(\langle\sigma_{xz}\rangle\) means that the shear strain has no jump, so \(\partial u_x/\partial z\) must jump by the opposite amount to \(\partial u_z/\partial x\). That is a pure rotation. Since \(b_z\) gives no jump in \(\varepsilon_{xx}\), continuity of \(\langle\sigma_{zz}\rangle\) allows none in \(\varepsilon_{zz}\) either. If all lines of one array had the same \(b_z\), that array alone would tilt your film by

\[
\frac{b/\sqrt2}{p}=\frac{0.2716}{30}\ \text{rad}=0.52^\circ .
\]

**Screw part, \(b_y\).** It changes \(\partial u_y/\partial x\) by \(b_y/p\). Half of this is the shear strain \(\varepsilon_{xy}\) and half is rotation about \(\hat z\). There is no normal strain, so equal biaxial misfit is not relieved.

Four of the eight vectors have the useful sign of \(b_x\). They carry the four sign combinations of \(b_y\) and \(b_z\). If all four occur equally often, their average is \((b_x,0,0)\) with \(|b_x|=b/2\): the mean tilt and shear vanish, and the misfit relief stays. A film without net tilt is therefore no evidence that the full \(b\) is at work.

### Critical thickness

The misfit stress also acts through \(b_x\). Write it as \(\sigma_0\) along both in-plane axes. With line direction \(\boldsymbol\xi=\hat y\), the force per unit length is

\[
\mathbf F=(\boldsymbol\sigma\cdot\mathbf b)\times\boldsymbol\xi
=\sigma_0(b_x,b_y,0)\times(0,1,0)
=(0,0,\sigma_0b_x).
\]

The force is vertical. Along the inclined glide path only the vertical distance \(h\), the film thickness, contributes. For the useful sign of \(b_x\), the work released is

\[
W=\sigma_0h|b_x|=\tfrac12\sigma_0hb .
\]

This must pay for the line energy, which does depend on all three components. For a screw of strength \(b_y\), the shear strain is \(b_y/(4\pi r)\) and the energy density is \(\mu b_y^2/(8\pi^2r^2)\). Integrating over a ring from \(r_0\) to \(h\) gives \((\mu b_y^2/4\pi)\ln(h/r_0)\).

For an edge part of length \(b_e\), the isotropic stresses are

\[
\sigma_{rr}=\sigma_{\theta\theta}=-\frac{D\sin\theta}{r},\qquad
\sigma_{r\theta}=\frac{D\cos\theta}{r},\qquad
D=\frac{\mu b_e}{2\pi(1-\nu)} .
\]

They follow from the stress function \(-Dr\ln r\sin\theta\). To fix \(D\), integrate the strains. The part of \(u_r\) that is not single-valued is \([D(1-\nu)/\mu]\,\theta\cos\theta\). On one turn it grows by \(2\pi D(1-\nu)/\mu\) at \(\theta=0\), which must equal \(b_e\). In plane strain the energy density is

\[
\frac{1}{4\mu}\left[\sigma_{rr}^2+\sigma_{\theta\theta}^2
-\nu(\sigma_{rr}+\sigma_{\theta\theta})^2+2\sigma_{r\theta}^2\right]
=\frac{D^2}{4\mu r^2}\left(2-4\nu\sin^2\theta\right).
\]

The angular integral of the last bracket is \(4\pi(1-\nu)\). The edge energy is thus \(\pi(1-\nu)(D^2/\mu)\ln(h/r_0)\), or \(\mu b_e^2/[4\pi(1-\nu)]\) times the logarithm. Screw and edge parts involve different strain components, so their energies add:

\[
E=K\ln\frac h{r_0},\qquad
K=\frac{\mu}{4\pi}\left[b_y^2+\frac{b_x^2+b_z^2}{1-\nu}\right].
\]

The outer radius \(h\) stands in for the effect of the free surface, so this is an estimate to logarithmic accuracy. The inner radius \(r_0\) represents the core.

Before relaxation the strain has magnitude \(e_0=f/(1+f)=0.990\%\). Isotropic Hooke's law gives \(\sigma_0=Me_0\), with \(M=2\mu(1+\nu)/(1-\nu)\). Setting \(W=E\) yields

\[
h_c=\frac{K}{Me_0\,b/2}\ln\frac{h_c}{r_0}.
\]

The larger root is the physical one; the other lies at core dimensions, where continuum theory fails.

Averaging the rough constants gives \(\mu=68.4\) GPa, \(\nu=0.217\) and \(M=213\) GPa. Then \(K=6.05\) eV/nm, or 0.969 GPa nm². The factor before the logarithm is

\[
\frac{0.969}{213\times0.00990\times0.192}\simeq2.4\ \text{nm}.
\]

With \(r_0=b/4=0.096\) nm, the solution is \(h_c\approx11\) to 12 nm. Replacing \(b/2\) by \(b\) in the work, with the line energy held fixed, gives 4.7 nm.

The ratio is 2.5 rather than 2 because the logarithm changes too. Dividing the two equations gives

\[
\frac{h_c}{h_c'}=2\,\frac{\ln(h_c/r_0)}{\ln(h_c'/r_0)}>2,
\]

where the prime marks the wrong choice. On the larger root, \(h/\ln(h/r_0)\) increases with \(h\), so \(h_c>h_c'\) and the inequality follows. This needs both equations to have a root, which requires the factor before the logarithm to exceed \(e\,r_0\simeq2.72\,r_0\). For the wrong choice with \(r_0=b\) that only just holds here (1.20 nm against 1.04 nm), and at 1.2% misfit it fails.

The absolute value is much less secure than this inequality. Taking \(r_0=b\) lowers \(h_c\) to about 7 nm, and the wrong choice to about 2 nm. Using the cubic modulus of 181 GPa in the work, with the isotropic line energy and \(r_0=b/4\) kept, raises \(h_c\) to 14 nm. The cut-off at \(h\) is a further source of error. The elastic field of a line under a traction-free surface adds a constant of about 0.6 to the logarithm, its exact value depending on how the core is treated. For \(r_0=b/4\) this gives about 13 nm with isotropic constants and about 16 nm with cubic constants throughout, and the ratio to the wrong choice is then about 2.4.

### When the full length does count

Two 60-degree lines can combine into a Lomer line:

\[
\frac a2[011]+\frac a2[\bar10\bar1]=\frac a2[\bar110].
\]

Their \(b_y\) and \(b_z\) components cancel, and their two halves of \(b_x\) add to \(b\). The misfit relief is the same before and after, but it is now carried by one line. With the same cut-off radii, the energy prefactor falls from \(2\times6.05=12.1\) to 6.4 eV/nm, so combining well-separated lines is elastically favourable.

This matters when you convert a line count into strain. If 10% of your lines were Lomer lines, the mean useful length would be \(0.9(b/2)+0.1b=0.55b\). At the same 30 nm spacing, relaxation would rise from 64% to 71%. Lines of the opposite sign would have to be subtracted.

The factor one half belongs to 60-degree lines along <110> on (001). For another interface or line direction, project \(\mathbf b\) afresh on the in-plane normal to the line.

### Comparison with a real film

A misfit near 1% is roughly that of a silicon-germanium film with a quarter germanium on silicon, so your numbers are in a realistic range. One assumption that can fail is that every line is a useful 60-degree line; the 10% Lomer case is one example of the resulting error, and lines of the opposite sign would change the result in the other direction. Temperature also enters. For a rough expansion difference of \(10^{-6}\) K\(^{-1}\), cooling from 900 to 300 K with a fixed array produces a strain of 0.06%, or 17% of the residual strain. If your 1% misfit refers to 900 K and the film contracts more than silicon, this reduces the compression. The fixed array is an assumption. With a rough glide activation energy of 2.2 eV, and stress and prefactor held fixed, the Boltzmann factor for glide falls by about \(10^{25}\) between 900 and 300 K, but at 800 K it is still about 3% of its value at 900 K. Lines may therefore still move early in cooling, before the array freezes. Slow glide also matters for the critical thickness. Since \(h_c\) comes from an energy balance, it is an equilibrium threshold, not a prediction that a film will relax there; slow nucleation or glide can keep a thicker film strained.

The remaining values are listed in the numerical output below.

## Values computed for the example and the checks

```
silicon lattice parameter: 0.5431 nm
Burgers length b: 0.384 nm
60-degree: in-plane edge component: 0.192 nm
60-degree: screw component: 0.192 nm
60-degree: out-of-plane component: 0.2716 nm
60-degree: whole edge part / b: 0.866
60-degree: useful part / b: 0.5
spacing of planes normal to x: 0.192 nm
chosen misfit: 1 %
full-relaxation spacing, 60-degree lines: 19.39 nm
full-relaxation spacing, Lomer lines: 38.79 nm
chosen line spacing: 30 nm
relaxed misfit, correct: 0.6442 %
relaxed misfit, full b wrongly used: 1.297 %
relaxation R, correct: 64.42 %
relaxation R, full b wrongly used: 129.7 %
array sum: jump of du_x/dx: 0.64 %
tilt if all b_z have one sign: 0.519 degree
rough C11: 166 GPa
rough C12: 64 GPa
rough C44: 80 GPa
average shear modulus: 68.4 GPa
average Poisson ratio: 0.217
biaxial modulus, isotropic average: 213 GPa
biaxial modulus, cubic (001): 181 GPa
residual film strain, correct: -0.352 %
residual film strain, full b wrongly used: 0.294 %
residual stress, correct (cubic): -0.636 GPa
residual stress, full b wrongly used: 0.531 GPa
line-energy prefactor, 60-degree: 6.05 eV/nm
line-energy prefactor, Lomer: 6.4 eV/nm
core radius b/4: 0.096 nm
unrelaxed film strain magnitude: 0.99 %
critical thickness, correct: 11.5 nm
critical thickness, full b wrongly used: 4.66 nm
ratio of these critical thicknesses: 2.46
critical thickness, cubic biaxial modulus: 14.1 nm
critical thickness, core radius b: 6.95 nm
critical thickness, core radius b, full b wrongly used: 1.95 nm
chosen share of Lomer lines: 10 %
relaxation R with that share: 70.9 %
rough thermal expansion difference: 1e-06 1/K
growth temperature: 900 K
temperature of use: 300 K
thermal strain on cooling: 0.06 %
thermal strain / residual strain: 17 %
rough glide activation energy: 2.2 eV
glide slowdown on cooling, power of ten: 24.6
```
